# Is the many-electron Dirac-Coulomb Hamiltonian Lorentz invariant?

**Question**

The one-electron Dirac equation is Lorentz covariant. For several particles I add the Dirac operators and the Coulomb energies,

$$H_{\rm DC}=\sum_i\left(c\,\boldsymbol\alpha_i\cdot\mathbf p_i+\beta_i m_ic^2\right)+\sum_{i<j}\frac{Q_{ij}}{r_{ij}},$$

where $Q_{ij}$ is the product of the two charges. Is this Hamiltonian Lorentz invariant too? If not, at what order in $\alpha=1/c$ does it fail, is the use of a single time to blame, and does the Breit operator cure it?

**Answer**

No. $H_{\rm DC}$ is invariant under translations and rotations, but not under boosts, and the failure appears at order $\alpha^2$. The Breit operator repairs the two consequences of invariance examined below at that order, and a violation remains at order $\alpha^4$.

The single time is not the fault in itself. Quantum electrodynamics in Coulomb gauge also has one time and an instantaneous Coulomb term, and it is invariant because transverse photons accompany that term. The fault of $H_{\rm DC}$ is that it keeps the first part without the second.

Two conditions apply throughout. The system is isolated and its nuclei move, since clamped nuclei single out a frame from the start. The Hamiltonian acts on positive-energy states, built from free spinors. I use Hartree atomic units.

**What invariance demands of a moving atom**

If the theory is invariant, there is a boost generator $\mathbf K$ with

$$[K_a,P_b]=\frac{i}{c^2}\delta_{ab}H,\qquad [K_a,H]=iP_a .$$

Since $H$ commutes with $\mathbf P$,

$$[K_a,H^2-c^2P^2]=i(P_aH+HP_a)-i(HP_a+P_aH)=0 .$$

Boosting therefore leaves $H^2-c^2P^2$ at its rest value $M_0^2c^4$, and $E(P)=\sqrt{M_0^2c^4+c^2P^2}$. Let $M=\sum_i m_i$ and let $E_0$ be the nonrelativistic internal energy. Then $M_0=M+E_0/c^2$ up to terms of order $c^{-4}$, and the part of $E(P)$ quadratic in $P$ is

$$\frac{P^2}{2M_0}=\frac{P^2}{2M}-\frac{P^2E_0}{2M^2c^2}+\dots$$

Binding must reduce the inertia. For any Hamiltonian I write the quadratic part as $P^2/2M-P^2X/(2M^2c^2)$, so that $X/c^2$ is the shift of the inertial mass. Invariance requires $X=E_0$. If $X$ comes out different, no choice of $\mathbf K$ can help, because the spectrum itself is wrong.

**The kinetic energy**

Write $\mathbf p_i=(m_i/M)\mathbf P+\boldsymbol\pi_i$ with $\sum_i\boldsymbol\pi_i=0$. On positive-energy states the free energy is

$$\sqrt{m_i^2c^4+c^2p_i^2}=m_ic^2+\frac{p_i^2}{2m_i}-\frac{p_i^4}{8m_i^3c^2}+\dots$$

The second term gives $P^2/2M$ plus the internal kinetic energy $T=\sum_i\pi_i^2/2m_i$; the cross term vanishes with $\sum_i\boldsymbol\pi_i$. In the third term,

$$p_i^4=\left(\frac{m_i^2}{M^2}P^2+\frac{2m_i}{M}\mathbf P\cdot\boldsymbol\pi_i+\pi_i^2\right)^2,$$

whose part quadratic in $P$ is $(m_i^2/M^2)\left[2P^2\pi_i^2+4(\mathbf P\cdot\boldsymbol\pi_i)^2\right]$. Multiplying by $-1/(8m_i^3c^2)$, summing, and using $\sum_i\pi_i^2/m_i=2T$ gives

$$-\frac{1}{2M^2c^2}\left[P^2T+\sum_i\frac{(\mathbf P\cdot\boldsymbol\pi_i)^2}{m_i}\right].\tag{1}$$

**The Coulomb energy**

To the order needed, a free spinor is

$$u(\mathbf p)=\left(1-\frac{p^2}{8m^2c^2}\right)\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\chi\end{pmatrix}.$$

With $\mathbf q=\mathbf p'-\mathbf p$ and $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, the density between two such spinors is, as a matrix in spin,

$$u^\dagger(\mathbf p')u(\mathbf p)=1-\frac{q^2}{8m^2c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2c^2}.$$

Now add $(m/M)\mathbf P$ to both momenta. The transfer $\mathbf q$ does not change, and $\mathbf p'\times\mathbf p$ gains $-(m/M)\mathbf P\times\mathbf q$, which is linear in $P$. At order $c^{-2}$ there is thus no $P^2$ term; such terms begin at order $c^{-4}$. The Coulomb interaction thus adds nothing to $X$ at the order considered.

The terms linear in $P$, here, in $p_i^4$ and in the Breit operator below, are odd under inversion of the internal coordinates. In a state of definite parity, not degenerate with one of opposite parity, their expectation value vanishes. Being of order $c^{-2}$, they act in second order only at $c^{-4}$.

**The Breit operator**

For each pair the Breit operator is

$$B=-\frac{Q}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right],$$

or, in momentum space, $-(4\pi Q/q^2)[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf q})(\boldsymbol\alpha_2\cdot\hat{\mathbf q})]$. The equivalence follows from $\nabla^2\nabla^2r=-8\pi\delta(\mathbf r)$: the transform of $r$ is $-8\pi/q^4$, so $4\pi q_aq_b/q^4$ corresponds to $\tfrac12\partial_a\partial_br=(\delta_{ab}-\hat r_a\hat r_b)/2r$. Subtracting this from $\delta_{ab}/r$ leaves $(\delta_{ab}+\hat r_a\hat r_b)/2r$.

The current between spinors is

$$u^\dagger(\mathbf p')\boldsymbol\alpha u(\mathbf p)=\frac{\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma}{2mc}=\frac{\mathbf p+\mathbf p'+i\boldsymbol\sigma\times\mathbf q}{2mc}.$$

The overall motion adds $2(m/M)\mathbf P/(2mc)=\mathbf P/(Mc)$, the same for every particle. The $P^2$ part of the Breit energy, summed over pairs, is therefore

$$-\frac{1}{2M^2c^2}\left[P^2V+\sum_{i<j}\frac{Q_{ij}(\hat{\mathbf r}_{ij}\cdot\mathbf P)^2}{r_{ij}}\right],\qquad V=\sum_{i<j}\frac{Q_{ij}}{r_{ij}}.\tag{2}$$

It has the same order as (1). Physically, charges that move together carry currents along the same line, parallel for like charges and antiparallel for unlike ones, and their magnetic interaction contributes to the inertia.

**Why the sum is right**

Let $\boldsymbol\rho_i$ be the position relative to the centre of mass and $h=T+V$ the internal Hamiltonian. In a bound stationary state the expectation value of $i[h,\sum_i\rho_{i,a}\pi_{i,b}]$ is zero. Since $\dot{\boldsymbol\rho}_i=\boldsymbol\pi_i/m_i$ and $\dot{\boldsymbol\pi}_i=-\nabla_iV$,

$$\left\langle\sum_i\frac{\pi_{i,a}\pi_{i,b}}{m_i}\right\rangle=\left\langle\sum_i\rho_{i,a}\partial_{i,b}V\right\rangle=-\left\langle\sum_{i<j}\frac{Q_{ij}\,r_{ij,a}r_{ij,b}}{r_{ij}^3}\right\rangle.$$

Contracted with $P_aP_b$, this tensor virial theorem says that the directional terms of (1) and (2) cancel. What remains is $-P^2\langle T+V\rangle/(2M^2c^2)$, so $X=E_0$, as required. Its trace is the usual $2\langle T\rangle=-\langle V\rangle$, hence $\langle T\rangle=-E_0$ and $\langle V\rangle=2E_0$.

From here on $T$ and $V$ denote expectation values. In an isotropic state each directional term is one third of its trace, $2TP^2/3$ in (1) and $VP^2/3$ in (2). This gives three cases:

- Dirac-Coulomb: $X=T+\tfrac23T=\tfrac53T=-\tfrac53E_0$.
- With the Gaunt term $-Q\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$ for each pair: its $P^2$ part is $-P^2V/(M^2c^2)$, so $X=\tfrac53T+2V=\tfrac73E_0$.
- With Breit: $X=\tfrac53T+\tfrac43V=E_0$.

With Dirac-Coulomb alone, binding makes the atom heavier to accelerate. The Gaunt term restores the sign but overshoots.

**Numbers for two bound systems**

Take two distinguishable particles of masses 1 and 2 with $Q=-1$. The reduced mass is $\mu=2/3$, so in the ground state $T=\mu/2=0.3333$, $V=-0.6667$ and $E_0=-0.3333$ hartree. Then

$$X_{\rm DC}=\tfrac53(0.3333)=0.5556,\qquad X_{\rm Breit}=0.5556-\tfrac43(0.6667)=-0.3333\ \text{hartree}.$$

The Gaunt value is $-0.7778$ hartree. Integrating the unexpanded square-root energies over the ground-state momentum density gives $X_{\rm DC}=0.555505$ hartree. It differs from $5T/3$ by about $9\times10^{-5}$ of its value, which is comparable with $\alpha^2$, the expected size of the omitted terms. The required mass shift is $-1.775\times10^{-5}\,m_e$; Dirac-Coulomb gives $+2.958\times10^{-5}\,m_e$. The error in $X$ is 0.8889 hartree, or 24.19 eV.

Helium with a moving nucleus shows the same in a many-electron atom. The nucleus has spin zero, but this changes nothing here: its free energy is the same square root, its current also gains $\mathbf P/(Mc)$, and its density factor $(E+E')/(2\sqrt{EE'})$ differs from 1 only at order $c^{-4}$. A nonrelativistic calculation with 390 correlated Gaussians and a point nucleus gives $T=2.9029$, $V=-5.8060$ and $E_0=-2.9032$ hartree. Hence

$$X_{\rm DC}=\tfrac53(2.9029)=4.838,\qquad X_{\rm Breit}=4.838-\tfrac43(5.8060)=-2.903\ \text{hartree}.$$

The mass shift should be $-1.55\times10^{-4}\,m_e$, and Dirac-Coulomb gives $+2.58\times10^{-4}\,m_e$. The finite basis leaves $2T+V=-0.0003$ hartree, far too little to affect the sign.

A state that is not isotropic reveals a further defect. For the hydrogenic $2p_0$ function with $\mu=1$ and $Q=-1$, the expectation value of $X_{\rm DC}$ is 0.175 hartree for motion along $x$ and 0.275 hartree along $z$. Adding Breit gives $-0.125$ hartree, equal to $E_0$, in both directions. These are diagonal values in a spin-free function. Spin-orbit coupling is also of order $c^{-2}$ and does not depend on $P$, so for slow motion the stationary states are fine-structure states rather than $2p_0$. For a light particle bound to a heavy partner and moving along the quantisation axis, the diagonal values become 0.208 hartree for $j=\tfrac12$, $\tfrac23(0.275)+\tfrac13(0.175)=0.242$ hartree for $j=\tfrac32$, $|m|=\tfrac12$, and 0.175 hartree for $|m|=\tfrac32$, so the dependence on orientation survives. With Dirac-Coulomb and unequal masses, the terms linear in $P$ also couple the $2p$ state directed along $\mathbf P$ to the degenerate $2s$ state, so the diagonal values do not give the complete level shifts. With Breit added, the kinetic and magnetic parts of this coupling cancel at order $c^{-2}$.

**Where the Breit operator fails**

Consider the scattering of two distinguishable particles by one-photon exchange. Let $\rho_i=u_i'^\dagger u_i$ and $\mathbf j_i=u_i'^\dagger\boldsymbol\alpha u_i$, with covariantly normalised spinors, and let $\omega$ be the energy transfer. Apart from a constant factor, the full amplitude is

$$A=\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{q^2-\omega^2/c^2}.$$

Numerator and denominator are contractions of four-vectors, so $\sum_{\rm spins}|A|^2$ is the same in every frame. The Dirac equation gives $c\,\mathbf q\cdot\mathbf j_i=\omega\rho_i$. Splitting off the part of $\mathbf j_i$ along $\mathbf q$ therefore yields

$$A=\frac{\rho_1\rho_2\left(1-\omega^2/c^2q^2\right)-\mathbf j_{1T}\cdot\mathbf j_{2T}}{q^2-\omega^2/c^2}
=\frac{\rho_1\rho_2}{q^2}-\frac{\mathbf j_{1T}\cdot\mathbf j_{2T}}{q^2-\omega^2/c^2}.$$

This is the Coulomb-gauge form: an instantaneous term plus a retarded transverse one. Dirac-Coulomb drops the second term. Breit keeps it but sets $\omega=0$ there, so that

$$A_{\rm Breit}-A\simeq\mathbf j_{1T}\cdot\mathbf j_{2T}\,\frac{\omega^2}{c^2q^4}.$$

In the centre-of-mass frame $\omega=0$ and Breit agrees with the full amplitude. In a frame boosted by $\mathbf V_b$, $\omega\simeq\mathbf V_b\cdot\mathbf q$. The spin-independent part of $\mathbf j_{iT}$ is $\mathbf u_{iT}/c$, where $\mathbf u_i$ is the mean of the initial and final velocities; its spin-dependent part drops out of the leading interference because the Pauli matrices are traceless. Dividing by $A\simeq1/q^2$ and doubling for the square, the relative change of the spin sum is

$$\frac{2(\mathbf u_{1T}\cdot\mathbf u_{2T})(\mathbf V_b\cdot\hat{\mathbf q})^2}{c^4}.$$

For masses 1 and 2, take centre-of-mass momenta $\mathbf k=(6,0,0)$ and $\mathbf k'=(3.6,4.8,0)$ for particle 1, and $\mathbf V_b=(3,4,2)$. Then $\mathbf u_1=(7.8,6.4,2)$, $\mathbf u_2=(0.6,2.8,2)$ and $(\mathbf V_b\cdot\hat{\mathbf q})^2=5$. Both velocities have the component $\mathbf V_b\cdot\hat{\mathbf q}$ along $\mathbf q$, so $\mathbf u_{1T}\cdot\mathbf u_{2T}=26.6-5=21.6$. With $c$ doubled, which reduces the higher-order terms further, the formula gives $216/(2c)^4=3.828\times10^{-8}$; the four-component spinors give $3.830\times10^{-8}$.

At the physical $c$, the boost changes the spin sum by $3.84\times10^{-3}$ for Coulomb alone, $-5.33\times10^{-4}$ with Gaunt and $6.14\times10^{-7}$ with Breit, each relative to its centre-of-mass value. Comparing $c$ with $2c$ gives powers of $1/c$ of 2.00, 2.00 and 4.00. The spin sum of the full amplitude changes by no more than $2\times10^{-15}$ of its value, which is rounding.

**What this does and does not establish**

A single failed consequence is enough to disprove invariance, so the wrong inertia settles the case against $H_{\rm DC}$. For Breit, the moving-atom energy and the one-photon amplitude both come out right through order $\alpha^2$; these are two consequences of invariance, not a construction of the boost operator. The $\alpha^4$ failure is shown here at first order in the interaction.

None of this forbids using $H_{\rm DC}$ in the rest frame. It remains a definite model there, but it omits the current-current energy. Since each current is of order $1/c$, that energy is itself of order $\alpha^2$, the same power of $\alpha$ as the leading relativistic corrections the model keeps. The power of the nuclear charge differs: in helium-like ions the electron-electron Breit energy grows as $Z^3\alpha^2$ and the corrections kept as $Z^4\alpha^2$. Their ratio is about $1/Z$, roughly one half for helium and a few per cent at $Z=30$. The numerical output below gives the values to more digits.

## Computed results

```
speed of light c = 137.035999 a.u.
model masses m1, m2, M, mu = 1.0, 2.0, 3.0, 0.666667 m_e
P^2 part of vertex times c^2, units of 4 pi Q/q^2 (a.u.):
  Coulomb, largest element = 8.1e-08
  Breit, spinors = -0.205164
  Breit, formula = -0.205165
transverse kernel, r space / q space = 2.85202048 / 2.85202048 a.u.
X in units mu = 1, Q = -1 (hartree per unit mu):
  1s, P along x: Coulomb 0.833333, with Breit -0.500000, E0 -0.500000
  1s, P along z: Coulomb 0.833333, with Breit -0.500000, E0 -0.500000
  2p0, P along x: Coulomb 0.175000, with Breit -0.125000, E0 -0.125000
  2p0, P along z: Coulomb 0.275000, with Breit -0.125000, E0 -0.125000
model pair T, V, E0 = 0.333333, -0.666667, -0.333333 hartree
  X Dirac-Coulomb, integrated = 0.555505 hartree
  X Dirac-Coulomb, formula    = 0.555556 hartree
  X with Gaunt = -0.777778 hartree
  X with Breit = -0.333333 hartree
  Dirac-Coulomb error in X = 0.888889 hartree = 24.1879 eV
  mass shift required = -1.7750e-05 m_e
  mass shift Dirac-Coulomb = 2.9584e-05 m_e
helium, nuclear mass = 7294.2995 m_e
  coarse basis, 180 Gaussians: E0 = -2.90265, 2T+V = 0.00681 hartree
  fine basis, 312 Gaussians: E0 = -2.90296, 2T+V = -0.00048 hartree
  fine basis, 390 Gaussians: E0 = -2.90316, 2T+V = -0.00030 hartree
  T, V = 2.90287, -5.80603 hartree
  X Dirac-Coulomb = 4.8381 hartree
  X with Breit = -2.9033 hartree
  mass shift required = -1.5460e-04 m_e
  mass shift Dirac-Coulomb = 2.5764e-04 m_e
scattering: k = [6. 0. 0.], k' = [3.6 4.8 0. ], boost velocity = [3. 4. 2.] a.u.
relative change of spin-summed |amplitude|^2 under the boost:
  Coulomb: 3.8404e-03 at c, 9.5892e-04 at 2c, power of 1/c = 2.002
  Gaunt: -5.3312e-04 at c, -1.3317e-04 at 2c, power of 1/c = 2.001
  Breit: 6.1352e-07 at c, 3.8298e-08 at 2c, power of 1/c = 4.002
  Breit at 2c, leading formula = 3.8282e-08
  full one-photon exchange, largest change = 1.8e-15
```
